The Hiller-Sucher-Feinberg identity for the contact density

**The physical situation**

Several small terms in the theory of atoms and molecules, among them the Darwin term and the Fermi contact interaction, need the probability density of an electron at one point, usually a nucleus (for the Fermi contact term, resolved by spin). A variational calculation determines the wave function well where the energy is sensitive to it, and a single point carries no weight in the energy. Gaussian functions make matters worse: at a nucleus where it does not vanish, the true wave function generally has a cusp, while a finite sum of s-type Gaussians centred there has zero slope. It would help to replace the value at a point by an integral over all space. For an eigenfunction this can be done without approximation.

**Setting and assumptions**

Hartree atomic units are used. The nuclei are fixed and the Hamiltonian is

H = −½ Σ_j ∇_j² + V.

Choose a point as origin; it need not be a nucleus. Let r₁ be the position vector of electron 1, r = |r₁|, and let X stand for the coordinates of the other electrons and all spins. The symbol ∂/∂r means differentiation at fixed direction of r₁ and fixed X. The angular momentum of electron 1 about the origin is L = −i r₁×∇₁.

Call a configuration singular if r₁ = 0 or if two charged particles with a Coulomb interaction meet, and let ρ be the distance to the nearest singular configuration. I assume:

(a) V is real and multiplicative, smooth away from singular configurations, and there |V| grows at most as 1/ρ and |∇V| at most as 1/ρ².

(b) ψ is a normalized bound state, Hψ = Eψ. It is continuous, with bounded first derivatives and second derivatives growing at most as 1/ρ. It is smooth elsewhere, and it and its derivatives decay fast enough at large distances for the integrals below to converge and for surface terms at infinity to vanish.

The contact density is

⟨δ(r₁)⟩ = ∫dX |ψ(0,X)|².

For N identical electrons the total density at the origin is N times this. Since H does not act on spin, each spin component of ψ satisfies the same eigenvalue equation, so the proofs below also hold with the spin of electron 1 held fixed. This gives the spin-resolved density that the Fermi contact term needs.

**Theorem (Hiller-Sucher-Feinberg)**

Under these assumptions

⟨δ(r₁)⟩ = (1/2π) ⟨ ∂V/∂r − L²/r³ ⟩,  (1)

where ⟨L²/r³⟩ = ∫ |Lψ|²/r³ over all configurations.

Both averages are finite. The force grows at most as 1/ρ², which is integrable in three dimensions. Since |Lψ| ≤ r|∇₁ψ|, the angular integrand grows at most as 1/r.

**Lemma 1 (the commutator)**

Let D = ∂/∂r + 1/r. Away from singular configurations

[H, D] = L²/r³ − ∂V/∂r.  (2)

*Proof.* Since Df = (1/r) ∂(rf)/∂r, applying D twice gives

D²f = (1/r) ∂²(rf)/∂r² = ∂²f/∂r² + (2/r) ∂f/∂r.

This is the radial part of the Laplacian, whose angular part is −L²/r². Therefore

−½∇₁² = −½D² + L²/(2r²).

D commutes with D². It commutes with L², which acts on angles alone, and with the kinetic energies of the other electrons. What remains comes from the factors that depend on r. For any function g,

[g, D]f = g ∂f/∂r − ∂(gf)/∂r = −(∂g/∂r) f,

because the 1/r in D commutes with g. With g = 1/(2r²) one has −∂g/∂r = 1/r³, which multiplies L². With g = V one obtains −∂V/∂r. ∎

**Lemma 2 (the surface term)**

Let χ = Dψ = ∂ψ/∂r + ψ/r. Over the region r > ε,

∫ [ψ*Hχ − (Hψ)*χ] = B(ε), with B(ε) → −2π⟨δ(r₁)⟩ as ε → 0.  (3)

*Proof.* V is real and cancels on the left. Green's theorem turns the kinetic part into

−½ ∮ (ψ*∇χ − χ∇ψ*)·n dS,

with n pointing out of the region. On the small sphere n points towards the origin, so n·∇ = −∂/∂r, and

B(ε) = ½ε² ∫dX ∫dΩ (ψ* ∂χ/∂r − χ ∂ψ*/∂r) at r = ε.

No other surface contributes. Around a Coulomb coalescence with r > ε, cut out a tube of radius ρ. There χ is bounded and |∇χ| is at most of order 1/ρ, while the area of the tube is of order ρ². Its contribution is at most of order ρ and vanishes.

Now write subscripts for radial derivatives. From χ = ψ_r + ψ/r follows χ_r = ψ_rr + ψ_r/r − ψ/r², and

ψ*χ_r − χψ*_r = −|ψ|²/r² + (ψ*ψ_r − ψψ*_r)/r + ψ*ψ_rr − |ψ_r|².

Multiply by ½r² and let r = ε → 0. The first term gives −½|ψ(0,X)|². The second is of order ε and the fourth of order ε², because first derivatives are bounded. In the third, |ψ_rr| is bounded by a sum of inverse distances. The part 1/r leaves a factor ε; the inverse distances between particles are integrable over X and leave ε². Integrating −½|ψ(0,X)|² over the solid angle 4π and over X gives −2π⟨δ(r₁)⟩. ∎

**Proof of the theorem**

Apply (2) to ψ and use Hψ = Eψ:

(H − E)χ = HDψ − DHψ = (L²/r³ − ∂V/∂r)ψ.

Multiply by ψ* and integrate over r > ε. Since E is real, Eψ* = (Hψ)*, so the left side is the integral in (3):

B(ε) = ∫ ψ*(L²/r³ − ∂V/∂r)ψ over r > ε.  (4)

On each sphere of fixed r the operator L can be moved to the left factor, because a sphere has no edge and the first derivatives of ψ are bounded. This turns ψ*L²ψ into |Lψ|². As ε → 0 the right side tends to ⟨L²/r³ − ∂V/∂r⟩ and the left side to −2π⟨δ(r₁)⟩. Changing both signs and dividing by 2π gives (1). ∎

**Remark 1: where the contact density comes from.** If H were moved onto ψ* without care, the average of [H, D] would come out as zero. The step is not allowed because χ behaves as ψ(0,X)/r near the origin, and the Laplacian of 1/r has a point source there.

There is a classical counterpart. The radial momentum of a particle obeys dp_r/dt = L²/r³ − ∂V/∂r, the centrifugal force minus the inward pull. For a bound orbit that avoids the origin, p_r stays bounded and the long-time average of the right side is zero. In the quantum state the average inward pull exceeds the average centrifugal force by 2π times the contact density.

**Remark 2: when the identity does not apply.** A nonlocal potential is not covered by (a), and its commutator with D must be worked out separately. If it is a function v(r) times a projector on angular momentum of electron 1 about the origin, the projector commutes with D and the commutator is −∂v/∂r times the projector. In general it has no such simple form. A potential singular enough to make ψ diverge at the origin violates (b). If ψ is not an eigenfunction, the step from (2) to (4) fails; the proposition below gives the correction.

**Hydrogen**

Here V = −1/r, so ∂V/∂r = 1/r². The ground state ψ = e^(−r)/√π has Lψ = 0, and

⟨1/r²⟩ = 4π ∫₀^∞ r² (1/r²)(e^(−2r)/π) dr = 4 ∫₀^∞ e^(−2r) dr = 2.

Equation (1) gives

⟨δ(r₁)⟩ = 2/(2π) = 1/π = 0.318310 bohr⁻³ ≈ 2.15 Å⁻³,

which agrees with |ψ(0)|² read directly from the wave function.

The 2p state shows the work of the angular term. Its radial function satisfies R² = r²e^(−r)/24, and L² = 2. Then

⟨∂V/∂r⟩ = ∫₀^∞ R² dr = 2/24 = 1/12,

⟨L²/r³⟩ = 2 ∫₀^∞ (R²/r) dr = 2 · (1/24) = 1/12.

The difference is zero, as it must be for a function that vanishes at the nucleus.

**Two interacting electrons without a nucleus**

The many-electron form can be tried on a model with a known solution. Two electrons in a singlet state move in a harmonic trap with ω = ½:

V = (r₁² + r₂²)/8 + 1/s, s = |r₁ − r₂|.

Take ψ ∝ f g with f = 1 + s/2 and g = exp[−(r₁² + r₂²)/4]. The kinetic energy acting on g gives [3/2 − (r₁² + r₂²)/8]g, whose second part cancels the trap potential. The cross term −Σ_j ∇_j f·∇_j g equals ½s f′g, and the kinetic energy acting on f gives −f″ − 2f′/s. With f′ = ½ and f″ = 0, Hψ is proportional to g times

(3/2)(1 + s/2) + s/4 − 1/s + (1 + s/2)/s = 2 + s = 2f.

So ψ is an eigenfunction with E = 2 hartree.

The gradient ∇₁g is parallel to r₁, so L acts on f alone:

|Lψ|² ∝ g² |r₁×r₂|²/(4s²).

The total angular momentum of the pair is zero, but that of one electron is not sharp, and the angular term contributes. About the trap centre the averages are, in atomic units,

trap force: 0.436128
electron repulsion: −0.134854
angular term ⟨L²/r³⟩: 0.020669

The repulsion enters with a negative sign because on average it pushes electron 1 outwards. Equation (1) gives

(0.436128 − 0.134854 − 0.020669)/(2π) = 0.04466 bohr⁻³,

equal to the directly integrated contact density. Without the angular term the result would be 0.04795 bohr⁻³, about 7% above the correct value.

**Proposition (approximate functions)**

Let φ be normalized and have the regularity and decay assumed for ψ, without being an eigenfunction. For any real E,

2π⟨δ(r₁)⟩ = ⟨∂V/∂r − L²/r³⟩ + 2 Re⟨Dφ|(H − E)φ⟩,  (5)

with all averages taken in φ.

*Proof.* Equation (2) gives φ*HDφ = φ*DHφ + φ*[H, D]φ. Integrate over r > ε. Lemma 2 did not use the eigenvalue equation, so the left side is ∫(Hφ)*Dφ + B(ε). For the first term on the right put h = Hφ. The product rule gives

r²φ*Dh = ∂(r²φ*h)/∂r − r²(Dφ)*h.

Almost every ray from the origin misses the other singular points, so the total derivative leaves −ε²φ*h at the lower limit. This vanishes after integration, since h grows at most as 1/ρ. Letting ε → 0,

⟨Hφ|Dφ⟩ − 2π⟨δ(r₁)⟩ = −⟨Dφ|Hφ⟩ + ⟨L²/r³ − ∂V/∂r⟩.

The two scalar products are complex conjugates and combine to 2 Re⟨Dφ|Hφ⟩. Finally, 2 Re⟨Dφ|φ⟩ is the integral of ∂(r²|φ|²)/∂r over r and the remaining coordinates, which is zero. Hence E times this quantity may be subtracted. ∎

For an approximate function there are thus two estimates: the direct value and the right side of (1). The last term of (5), divided by 2π, is their difference.

**Hydrogen in Gaussian functions**

Take φ = (2a/π)^(3/4) exp(−ar²). The direct value is (2a/π)^(3/2). For the identity,

⟨1/r²⟩ = 4π (2a/π)^(3/2) ∫₀^∞ e^(−2ar²) dr = 4π (2a/π)^(3/2) · ½(π/2a)^(1/2) = 4a,

so its estimate is 4a/(2π) = 2a/π.

The kinetic energy is ½·4a²⟨r²⟩ = 3a/2, since ⟨r²⟩ = 3/(4a). The attraction is −⟨1/r⟩ = −2(2a/π)^(1/2). The energy is stationary when 3/2 = [2/(πa)]^(1/2), that is, at a = 8/(9π) = 0.2829 bohr⁻². The direct value is then 0.0764 bohr⁻³ and the identity gives 0.1801 bohr⁻³, against the true 0.3183 bohr⁻³. The residual term in (5), divided by 2π, is −0.1037 bohr⁻³ and accounts for the difference.

Larger sets use N exponents 0.06·2.5^k bohr⁻², k = 0 to N−1, with coefficients from the variational principle. Errors are relative to 1/π. They depend on the choice of exponents as well as on N: at N = 7 the direct and identity errors are −7.1% and −0.3% for exponents 0.1·3^k, and −34.6% and −8.8% for 0.04·2^k. In these sets too the identity is the better estimate.

N = 1 (the optimized exponent 8/(9π) above): E = −0.42441 hartree; direct −76.0%, identity −43.4%
N = 4: E = −0.48423 hartree; direct −55.8%, identity −23.5%
N = 7: E = −0.49965 hartree; direct −15.5%, identity −1.7%
N = 10: E = −0.49999 hartree; direct −4.0%, identity −0.1%

At N = 10 the energy is within 0.00001 hartree of −½, yet the direct contact density is still 4% too low.

A simple estimate suggests why the identity does better here. For an s function in hydrogen its value is

(1/2π) ∫ 4πr² |φ|²/r² dr = 2 ∫₀^∞ |φ|² dr,

an average over distances. If φ differs from ψ by an amount of order η within a small radius d, and negligibly elsewhere, the direct value changes by order η but this integral by order ηd. That the missing cusp acts in this way at N = 7 and N = 10 is a plausible reading of the numbers, not something proved here. At N = 4 the function is still about 6% too small at half a bohr from the nucleus, so its error is not confined to a small radius.

**Remark 3: no guarantee of improvement.** Choose a in the single Gaussian so that (2a/π)^(3/2) = 1/π. The direct value is then correct, while the identity gives 2a/π = π^(−2/3), too large by the factor π^(1/3). Nor is the error of the identity of second order in general. For φ ∝ e^(−ζr), normalization gives φ(0)² = ζ³/π, and ⟨1/r²⟩ = 4ζ³/(2ζ) = 2ζ², so the identity gives ζ²/π. With ζ = 1 + η the relative errors are 3η and 2η to leading order.

**Remark 4: what the residual measures.** The residual in (5) is the disagreement of the two estimates, not the error of either. From N = 1 to N = 4 it hardly changes, from −0.1037 to −0.1028 bohr⁻³, although both estimates improve. A small residual is necessary for both to be accurate, but it does not prove that they are. The single Gaussian with a = π/2 has zero residual, yet both estimates are 1 bohr⁻³, about three times the true value.

The numerical check compares the two sides of (2) for a sample function at one point, the surface term with the volume integral in (4) at finite ε for the hydrogen 2s state, the two sides of (1) for hydrogen states and for the two electrons in the trap, and the two sides of (5) for the four Gaussian sets listed above.

Numbers as computed

```
Commutator acting on a sample function at one point (a.u.)
  [H,D]f = -1.23462548   (L^2/r^3 - dV/dr)f = -1.23462548
Hydrogen: <dV/dr>, <L^2/r^3> (a.u.); identity, direct (bohr^-3)
  1s: 2.00000000 0.00000000 0.31830989 0.31830989
  2s: 0.25000000 0.00000000 0.03978874 0.03978874
  3s: 0.07407407 0.00000000 0.01178926 0.01178926
  2p: 0.08333333 0.08333333 0.00000000 0.00000000
  3p: 0.02469136 0.02469136 0.00000000 0.00000000
  1/pi = 0.31830989 bohr^-3
  1s contact density = 2.14806 angstrom^-3
Hydrogen 2s, sphere of radius eps (bohr) cut out (a.u.)
  eps=1: surface -0.04598493, outer volume -0.04598493
  eps=0.1: surface -0.20471947, outer volume -0.20471947
  eps=0.01: surface -0.24504971, outer volume -0.24504971
  eps=0.001: surface -0.24950050, outer volume -0.24950050
  limit -2 pi |psi(0)|^2 = -0.25000000
Two electrons in a trap, omega = 0.5 hartree
  local energy at one point = 2.000000 hartree
  <trap part of dV/dr> = 0.43612813 a.u.
  <repulsion part of dV/dr> = -0.13485399 a.u.
  <L^2/r^3> = 0.02066944 a.u.
  <delta(r1)> identity = 0.04465963 bohr^-3
  <delta(r1)> direct   = 0.04465963 bohr^-3
  without L^2 term     = 0.04794927 bohr^-3
Gaussian hydrogen: optimized single exponent 0.282942 bohr^-2
  larger sets: 0.06 * 2.5^k bohr^-2, k = 0..N-1
  N, E (hartree); direct, identity, residual/(2pi) (bohr^-3); errors (%)
   1 -0.42441318 0.076448 0.180127 -0.103678 -75.983 -43.412
   4 -0.48423160 0.140560 0.243384 -0.102824 -55.842 -23.539
   7 -0.49964800 0.268850 0.312925 -0.044075 -15.538 -1.692
  10 -0.49999290 0.305732 0.317988 -0.012256 -3.951 -0.101
```
